**Inversion parity and Chern number in the Qi-Wu-Zhang model**

The program tests that the product of the filled-band inversion eigenvalues $\xi$ at the four invariant momenta equals $(-1)^C$, where $C$ is the Chern number of the lower band and $m$ is the mass parameter in hopping units. It finds $\xi$ from numerically diagonalized states and $C$ from the phases of eigenvector overlaps around mesh plaquettes. At ten values of $m$ covering all four gapped intervals, it asserts the parity relation, the gap formula and the oriented count of north-pole points. The Berry-curvature formula is compared, sign included, with the flux through a tiny plaquette at one momentum for three values of $m$. For $m=-1$ the output shows a gap of 2 hopping units, a product of $-1$ and $C=+1$, the last also obtained by quadrature. A real-space $4\times4$ torus shows that moving the inversion centre to a bond midpoint changes individual eigenvalues but not their product. A doubled model with $C=+2$ and product $+1$ shows that the product determines only the parity of $C$.

## Program and output

```python
"""Inversion parity and Chern number of the Qi-Wu-Zhang model.

Result under test: for H(k) = d(k).sigma,
    d = (sin kx, sin ky, m + cos kx + cos ky),
the product of the inversion eigenvalues xi of the filled (lower) band at
(0,0), (pi,0), (0,pi), (pi,pi) equals (-1)**C whenever the band gap is open.
m: mass parameter, in units of the hopping scale; lattice constant 1.
Inversion about a site: P = sigma_z.
C = (1/2pi) * integral of F, F = dAy/dkx - dAx/dky, A = i<u|grad u>.
winding = 2 replaces kx by 2*kx, giving a model with doubled Chern number.
"""
import numpy as np

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
INVARIANT = [(0.0, 0.0), (np.pi, 0.0), (0.0, np.pi), (np.pi, np.pi)]
NAMES = ["(0,0)", "(pi,0)", "(0,pi)", "(pi,pi)"]


def hamiltonian(kx, ky, m, winding=1):
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    dx, dy = np.sin(winding * kx), np.sin(ky)
    dz = m + np.cos(winding * kx) + np.cos(ky)
    return (dx[..., None, None] * SX + dy[..., None, None] * SY
            + dz[..., None, None] * SZ)


def momentum_grid(n):
    k = 2 * np.pi * np.arange(n) / n
    return np.meshgrid(k, k, indexing="ij")


def link_chern(m, winding=1, n=80):
    """Chern number from phases of eigenvector overlaps round plaquettes."""
    kx, ky = momentum_grid(n)
    u = np.linalg.eigh(hamiltonian(kx, ky, m, winding))[1][..., :, 0]
    ux = np.sum(u.conj() * np.roll(u, -1, axis=0), axis=-1)
    uy = np.sum(u.conj() * np.roll(u, -1, axis=1), axis=-1)
    loop = ux * np.roll(uy, -1, axis=0) * np.roll(ux, -1, axis=1).conj() * uy.conj()
    flux = -np.angle(loop)
    assert np.max(np.abs(flux)) < 1.0   # far from the branch cut at pi
    total = flux.sum() / (2 * np.pi)
    assert abs(total - round(total)) < 1e-8
    return int(round(total)), np.max(np.abs(flux))


def filled_parities(m, winding=1):
    """Inversion eigenvalues read from numerically found filled states."""
    result = []
    for kx, ky in INVARIANT:
        u = np.linalg.eigh(hamiltonian(kx, ky, m, winding))[1][:, 0]
        xi = np.vdot(u, SZ @ u).real
        assert np.linalg.norm(SZ @ u - xi * u) < 1e-10
        result.append(int(round(xi)))
    return result


def curvature_formula(kx, ky, m):
    a, b = np.cos(kx), np.cos(ky)
    d_squared = 2 + m**2 + 2 * m * (a + b) + 2 * a * b
    return (a + b + m * a * b) / (2 * d_squared**1.5)


def gap_formula(m):
    return 2 * min(abs(m + 2), abs(m), abs(m - 2))


def gap_on_grid(m, n=120):
    energies = np.linalg.eigvalsh(hamiltonian(*momentum_grid(n), m))
    return energies[..., 1].min() - energies[..., 0].max()


# Inversion symmetry at generic momenta, for both models
rng = np.random.default_rng(1)
for kx, ky in rng.uniform(-np.pi, np.pi, (10, 2)):
    for winding in (1, 2):
        left = SZ @ hamiltonian(kx, ky, 0.7, winding) @ SZ
        assert np.allclose(left, hamiltonian(-kx, -ky, 0.7, winding), atol=1e-13)

# Curvature formula, sign included, against flux through a tiny plaquette
step = 1e-3
q = (0.7, -0.4)
for m in (-1.0, 0.6, 2.7):
    corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]
    states = [np.linalg.eigh(hamiltonian(q[0] + sx * step / 2,
                                         q[1] + sy * step / 2, m))[1][:, 0]
              for sx, sy in corners]
    loop = np.prod([np.vdot(states[i], states[(i + 1) % 4]) for i in range(4)])
    flux_density = -np.angle(loop) / step**2
    # finite plaquette error is of order step**2
    assert abs(flux_density - curvature_formula(*q, m)) < 1e-5
    if m == -1.0:
        example_density = flux_density

# Worked example
m0 = -1.0
xi0 = filled_parities(m0)
chern0, max_flux0 = link_chern(m0)
nodes = 200
quadrature0 = (curvature_formula(*momentum_grid(nodes), m0).sum()
               * (2 * np.pi / nodes)**2 / (2 * np.pi))
assert abs(quadrature0 - chern0) < 1e-8
print(f"Example: m = {m0:.1f} (hopping units)")
print("momentum  dz (hopping units)  xi  orientation cos(kx)cos(ky)")
for name, (kx, ky), xi in zip(NAMES, INVARIANT, xi0):
    dz = hamiltonian(kx, ky, m0)[0, 0].real
    print(f"{name:8s} {dz:6.1f} {xi:+4d} {round(np.cos(kx) * np.cos(ky)):+4d}")
print(f"gap from diagonalization = {gap_on_grid(m0):.4f} hopping units")
print(f"product of xi = {np.prod(xi0):+d}")
print(f"Chern number from link phases (80 x 80 mesh) = {chern0:+d}")
print(f"largest plaquette flux = {max_flux0:.5f} rad")
print(f"Chern number by quadrature (200 x 200 mesh) = {quadrature0:+.8f}")
print(f"curvature at k = ({q[0]}, {q[1]}): formula "
      f"{curvature_formula(*q, m0):.6f}, plaquette {example_density:.6f} "
      "(lattice constant squared)")

# All gapped intervals, including values near every transition
print("Sweep: m, gap (hopping units), xi at the four momenta, product, C")
for m in (-3.0, -2.2, -1.8, -1.0, -0.2, 0.2, 1.0, 1.8, 2.2, 3.0):
    xi = filled_parities(m)
    product = int(np.prod(xi))
    chern, _ = link_chern(m)
    gap = gap_on_grid(m)
    pole_count = sum(round(np.cos(kx) * np.cos(ky)) for kx, ky in INVARIANT
                     if m + np.cos(kx) + np.cos(ky) > 0)
    sign_formula = (np.sign(m + 2) + np.sign(m - 2) - 2 * np.sign(m)) / 2
    assert abs(gap - gap_formula(m)) < 1e-10
    assert chern == pole_count
    assert chern == sign_formula
    assert product == (-1)**abs(chern)
    assert product == np.sign(m**2 - 4)
    print(f"{m:+5.1f} {gap:6.2f}  " + " ".join(f"{x:+d}" for x in xi)
          + f"  {product:+d}  {chern:+d}")

# The gap closes at the three excluded values
for m in (-2.0, 0.0, 2.0):
    closed_gap = gap_on_grid(m)
    assert closed_gap < 1e-10
    print(f"gap at m = {m:+.1f}: {abs(closed_gap):.4f} hopping units")

# Shifted inversion centre, tested with real-space operators on a torus
size = 4
one = np.eye(size)
forward = np.roll(one, 1, axis=1)      # (forward psi)(x) = psi(x + 1)
hop_x = np.kron(np.kron(forward, one), (SZ - 1j * SX) / 2)
hop_y = np.kron(np.kron(one, forward), (SZ - 1j * SY) / 2)
torus_h = (hop_x + hop_x.conj().T + hop_y + hop_y.conj().T
           + m0 * np.kron(np.eye(size**2), SZ))
sites = np.arange(size)
for shift, label in ((0, "site"), (1, "x-bond midpoint")):
    flip_x = one[(shift - sites) % size]
    flip_y = one[(-sites) % size]
    inversion = np.kron(np.kron(flip_x, flip_y), SZ)
    assert np.allclose(inversion @ torus_h, torus_h @ inversion, atol=1e-12)
    values = []
    for kx, ky in INVARIANT:
        energy, vectors = np.linalg.eigh(hamiltonian(kx, ky, m0))
        wave = np.kron(np.kron(np.exp(1j * kx * sites), np.exp(1j * ky * sites)),
                       vectors[:, 0]) / size
        assert np.linalg.norm(torus_h @ wave - energy[0] * wave) < 1e-10
        value = np.vdot(wave, inversion @ wave).real
        assert np.linalg.norm(inversion @ wave - value * wave) < 1e-10
        values.append(int(round(value)))
        assert values[-1] == round(np.cos(kx * shift)) * xi0[len(values) - 1]
    assert np.prod(values) == np.prod(xi0)
    print(f"centre at {label}: xi = " + " ".join(f"{x:+d}" for x in values)
          + f", product {np.prod(values):+d}")

# An even nonzero Chern number has the same parity product as a trivial band
double_chern, _ = link_chern(m0, winding=2)
double_xi = filled_parities(m0, winding=2)
assert double_chern == 2 * chern0
assert np.prod(double_xi) == 1
print(f"doubled model, m = {m0:.1f}: xi = "
      + " ".join(f"{x:+d}" for x in double_xi)
      + f", product {np.prod(double_xi):+d}, C = {double_chern:+d}")

print("done: every assertion held")
```

Running it gives:

```
Example: m = -1.0 (hopping units)
momentum  dz (hopping units)  xi  orientation cos(kx)cos(ky)
(0,0)       1.0   -1   +1
(pi,0)     -1.0   +1   -1
(0,pi)     -1.0   +1   -1
(pi,pi)    -3.0   +1   +1
gap from diagonalization = 2.0000 hopping units
product of xi = -1
Chern number from link phases (80 x 80 mesh) = +1
largest plaquette flux = 0.00309 rad
Chern number by quadrature (200 x 200 mesh) = +1.00000000
curvature at k = (0.7, -0.4): formula 0.464606, plaquette 0.464606 (lattice constant squared)
Sweep: m, gap (hopping units), xi at the four momenta, product, C
 -3.0   2.00  +1 +1 +1 +1  +1  +0
 -2.2   0.40  +1 +1 +1 +1  +1  +0
 -1.8   0.40  -1 +1 +1 +1  -1  +1
 -1.0   2.00  -1 +1 +1 +1  -1  +1
 -0.2   0.40  -1 +1 +1 +1  -1  +1
 +0.2   0.40  -1 -1 -1 +1  -1  -1
 +1.0   2.00  -1 -1 -1 +1  -1  -1
 +1.8   0.40  -1 -1 -1 +1  -1  -1
 +2.2   0.40  -1 -1 -1 -1  +1  +0
 +3.0   2.00  -1 -1 -1 -1  +1  +0
gap at m = -2.0: 0.0000 hopping units
gap at m = +0.0: 0.0000 hopping units
gap at m = +2.0: 0.0000 hopping units
centre at site: xi = -1 +1 +1 +1, product -1
centre at x-bond midpoint: xi = -1 -1 +1 -1, product -1
doubled model, m = -1.0: xi = -1 -1 +1 +1, product +1, C = +2
done: every assertion held
```
